\section*{Average field between unlike metal contacts in a periodic superlattice}

\section{A case that can be seen through}

Let perfect conductors alternate with silicon layers of thickness $d=10$ nm. The silicon holds no charge. At its left face, contact A, the conduction edge lies $0.65$ eV above the Fermi level; at its right face, contact B, it lies $0.79$ eV above. All the metal layers share one Fermi level, so both energies are measured from the same zero. Without charge the edge is a straight line, and it must climb $0.14$ eV in $10$ nm. The field is therefore
\[
\frac{0.79-0.65}{10}\ \mathrm{V/nm}=0.014\ \mathrm{V/nm}=0.14\ \mathrm{MV/cm}.
\]
No voltage has been applied: the field follows from the two barriers and the common Fermi level. In a real metal the field penetrates a little and alters the barriers themselves. One must then distinguish the barriers present in the superlattice from those of the separate contacts.

\section{Setting and conventions}

The axis $z$ is normal to the layers. The semiconductor fills $0<z<d$, with contact A at $z=0$ and contact B at $z=d$. The electrostatic potential energy of an electron, averaged over the planes and over the atomic spacing along $z$, is $\bar V(z)=-e\Phi(z)$, with $e>0$. The field component along $z$ is $E=-d\Phi/dz$, hence
\begin{equation}
\frac{d\bar V}{dz}=eE .
\label{slope}
\end{equation}
A positive $E$ means that the electron energy rises from A to B.

The assumptions are as follows.
\begin{enumerate}
\item The system is in equilibrium, with one Fermi level $E_F$, and $\bar V$ repeats from one metal--semiconductor pair to the next.
\item Each metal layer is thick enough to screen its two faces from each other, so that $\bar V$ has a constant value $V_M$ in its interior.
\item The semiconductor is nonpolar and thick enough to have a bulk-like interior, where the conduction edge is $E_c(z)=\bar V(z)+C$ with a bulk constant $C$.
\item $E_F$ lies in the gap throughout the layer, and the charge in the interior is negligible. Section 5 relaxes the second part.
\end{enumerate}

Close to a contact $\bar V$ contains the interface dipole and is not bulk-like. Let $V_S(z)$ be the interior potential energy continued to the planes $z=0$ and $z=d$ as if the bulk reached that far. The barriers in place and the average field are defined by
\begin{equation}
\begin{aligned}
\phi_A&=V_S(0)+C-E_F,\qquad \phi_B=V_S(d)+C-E_F,\\
E_{\rm avg}&=\frac{V_S(d)-V_S(0)}{e\,d}.
\end{aligned}
\label{defs}
\end{equation}

\section{The identity for barriers in place}

\paragraph{Lemma 1.} The metal layers on the two sides of the semiconductor have the same interior level $V_M$ relative to $E_F$.

\emph{Proof.} The two layers are separated by one repeat distance of $\bar V$, so their interior values are equal. Equilibrium gives them the same $E_F$. $\square$

\paragraph{Theorem 1.} Under assumptions 1--4,
\begin{equation}
E_{\rm avg}=\frac{\phi_B-\phi_A}{e\,d},
\label{identity}
\end{equation}
and the field in the interior is uniform and equal to $E_{\rm avg}$.

\emph{Proof.} Write the potential steps at the contacts as $\Delta_A=V_S(0)-V_M$ and $\Delta_B=V_S(d)-V_M$. By Lemma 1 the same $V_M$ enters both. The definitions (\ref{defs}) become
\begin{align}
\phi_A&=\Delta_A+C-(E_F-V_M),\\
\phi_B&=\Delta_B+C-(E_F-V_M).
\end{align}
The bulk quantities $C$ and $E_F-V_M$ cancel in the difference:
\[
\phi_B-\phi_A=\Delta_B-\Delta_A=V_S(d)-V_S(0)=e\,d\,E_{\rm avg}.
\]
Gauss's law in a medium of relative permittivity $\varepsilon_r$ reads $\varepsilon_0\varepsilon_r\,dE/dz=\rho$. With $\rho=0$ the field is constant. $\square$

\paragraph{Remark: the whole period.} The slope of $\bar V$ averaged over a full period is zero, since $\bar V$ returns to its value. The rise $eE_{\rm avg}d$ inside the semiconductor is cancelled by the unequal steps: up by $\Delta_A$ at A, up by $eE_{\rm avg}d$ in the layer, down by $\Delta_B$ at B. Periodic boundary conditions therefore do not remove the field from the layer.

\paragraph{Remark: errors of the gap.} If the conduction edge is corrected by a fixed amount while $\bar V$ is left as calculated, then $C$ changes and the field does not, as long as $E_F$ stays in the gap. A new self-consistent calculation with another functional is a different matter: a changed gap also alters the charge that metal states leave in the semiconductor, and thus the steps $\Delta_A$ and $\Delta_B$, so the field can change. With hole barriers $\phi^h=E_g-\phi$, where $E_g$ is the gap, one has $\phi_A^h-\phi_B^h=\phi_B-\phi_A$, and the field is the same. If the calculated gap is so small that a band edge crosses $E_F$, carriers enter the layer and assumption 4 fails.

\section{Prediction from separate contacts}

Equation (\ref{identity}) needs barriers that already contain the effect of the field. A prediction starts from the zero-field barriers $\phi_A^0$ and $\phi_B^0$.

\paragraph{Lemma 2.} A superlattice with equal contacts, A/A or B/B, related by a symmetry that reverses $z$, has no field in its charge-free semiconductor interior.

\emph{Proof.} The symmetry requires $V_S(z)=V_S(d-z)$. Differentiation gives $V_S'(z)=-V_S'(d-z)$. The slope is uniform, so it equals its own negative and vanishes. $\square$

Such cells define $\phi_A^0$ and $\phi_B^0$. In a weak field each barrier changes in proportion to the field. Seen from its own metal, contact A has a slope $+eE$ into the semiconductor and contact B a slope $-eE$. With response lengths $\ell_A$ and $\ell_B$,
\begin{equation}
\phi_A=\phi_A^0+eE\ell_A,\qquad
\phi_B=\phi_B^0-eE\ell_B .
\label{response}
\end{equation}

\paragraph{Theorem 2.} Within this linear response,
\begin{equation}
E=\frac{\phi_B^0-\phi_A^0}{e\,(d+\ell_A+\ell_B)} .
\label{law}
\end{equation}

\emph{Proof.} Insert (\ref{response}) in (\ref{identity}):
\[
eEd=\phi_B^0-\phi_A^0-eE\ell_B-eE\ell_A .
\]
Collecting the terms in $E$ on the left gives $eE(d+\ell_A+\ell_B)=\phi_B^0-\phi_A^0$. $\square$

\paragraph{Remark: limits.} For $d\gg|\ell_A+\ell_B|$,
\[
E\simeq\frac{\phi_B^0-\phi_A^0}{e\,d}\left(1-\frac{\ell_A+\ell_B}{d}\right),
\]
so the simple quotient of zero-field barrier difference and thickness is the leading term. For positive $\ell_A+\ell_B$, formula (\ref{law}) stays finite as $d\to0$, but there the layer has lost its bulk-like interior and the formula no longer applies.

\paragraph{Remark: choice of plane.} Move the nominal plane of A by $a$ into the semiconductor. The thickness becomes $d-a$. The continued edge at the new plane is higher by $eEa$, so $\ell_A$ becomes $\ell_A+a$. The sum $d+\ell_A+\ell_B$, and with it the field, is unchanged.

\paragraph{Lemma 3.} For a metal with linear Thomas--Fermi screening length $\lambda$ and a semiconductor whose local permittivity $\varepsilon(s)$ reaches $\varepsilon_r$ at some distance $s$ from the metal,
\begin{equation}
\ell=\varepsilon_r\lambda+\int_0^\infty\left[\frac{\varepsilon_r}{\varepsilon(s)}-1\right]ds .
\label{ell}
\end{equation}

\emph{Proof.} Take contact A, where $s=z$, and let $v$ be the change of potential energy caused by the field. In the metal $v''=v/\lambda^2$, and the solution that vanishes deep inside is $v=v_0e^{z/\lambda}$, with slope $v_0/\lambda$ at the surface. The displacement is continuous there, and the metal background has permittivity one, so $v_0/\lambda=e\varepsilon_rE$ and $v_0=e\varepsilon_r\lambda E$. In the semiconductor the slope is $e\varepsilon_rE/\varepsilon(s)$. Hence
\[
v(z)=e\varepsilon_r\lambda E+eE\int_0^z\frac{\varepsilon_r}{\varepsilon(s)}\,ds .
\]
Continuing the interior line back to $z=0$ subtracts $eEz=eE\int_0^z ds$. What remains is $eE\ell_A$ with (\ref{ell}). At B the same argument holds with the slope reversed. $\square$

The factor $\varepsilon_r$ explains why a short screening length matters: the field in the metal surface is $\varepsilon_r$ times that in the semiconductor.

\paragraph{Corollary.} The conduction edge at the middle of the layer, measured from $E_F$, is the mean of $\phi_A$ and $\phi_B$. By (\ref{response}),
\begin{equation}
E_c(d/2)-E_F=\frac{\phi_A^0+\phi_B^0}{2}+\frac{eE(\ell_A-\ell_B)}{2}.
\label{middle}
\end{equation}
Lining up the bands with the potential at the centre of a mixed cell therefore yields neither barrier. By (\ref{response}), a series of mixed cells of different $d$ does yield them: $\phi_A$ plotted against $E$ is a line with intercept $\phi_A^0$ and slope $e\ell_A$, and similarly for B.

\section{Ionised donors}

Let a uniform density $N$ of ionised donors fill the layer, with no free carriers. Gauss's law gives $dE/dz=eN/(\varepsilon_0\varepsilon_r)$. The field is linear in $z$ and takes its average value at the middle:
\[
E(0)=E_{\rm avg}-x,\qquad E(d)=E_{\rm avg}+x,\qquad
x=\frac{eNd}{2\varepsilon_0\varepsilon_r}.
\]
The identity (\ref{identity}) survives, because its proof used the end values of $V_S$ and not its shape. The contacts now respond to their local fields. Neglecting the donor charge within the thin contact regions,
\begin{align}
eE_{\rm avg}d
&=\phi_B^0-e\ell_B(E_{\rm avg}+x)-\phi_A^0-e\ell_A(E_{\rm avg}-x),\\
eE_{\rm avg}(d+\ell_A+\ell_B)
&=\phi_B^0-\phi_A^0-e(\ell_B-\ell_A)x .
\label{doped}
\end{align}
Doping leaves the average field unchanged in this model if the two response lengths are equal, although the local field varies by $2x$.

\section{Worked example}

The zero-field barriers are $0.65$ and $0.79$ eV, and silicon has $\varepsilon_r=11.7$. The metal is a free-electron gas with a round Fermi energy $\mathcal E=5.0$ eV, measured from its band bottom. Its density is $n_0=(2m\mathcal E)^{3/2}/(3\pi^2\hbar^3)=5.08\times10^{22}$ cm$^{-3}$. A potential-energy change $v$ reduces the density to $n_0(1-v/\mathcal E)^{3/2}$, and Poisson's equation reads
\[
v''=\frac{e^2n_0}{\varepsilon_0}\left[1-\left(1-\frac{v}{\mathcal E}\right)^{3/2}\right]
\simeq\frac{3e^2n_0}{2\varepsilon_0\mathcal E}\,v .
\]
Hence $\lambda=\sqrt{2\varepsilon_0\mathcal E/(3e^2n_0)}=0.0602$ nm. To make the contacts differ in response, B has a silicon-side layer of $0.20$ nm with permittivity $6.0$. Equation (\ref{ell}) gives
\begin{align*}
\ell_A&=11.7\times0.0602\ \mathrm{nm}=0.70\ \mathrm{nm},\\
\ell_B&=\ell_A+0.20\left(\frac{11.7}{6.0}-1\right)\mathrm{nm}=0.89\ \mathrm{nm},
\end{align*}
and the unrounded sum is $1.60$ nm. For $d=10$ nm, (\ref{law}) gives
\[
E=\frac{0.140}{10+1.60}\ \mathrm{V/nm}=0.0121\ \mathrm{V/nm}=0.121\ \mathrm{MV/cm},
\]
or $2.35\times10^{-5}$ atomic units.

For comparison, the full nonlinear Poisson equation was solved by finite volumes in the periodic cell, with metal layers of $2.0$ nm. A fixed negative sheet near each contact was adjusted in the symmetric cells to give the stated barriers, then kept in the mixed cells. With contacts and metal thickness held fixed, the fields in MV/cm are:

\begin{center}
\begin{tabular}{cccc}
$d$ (nm) & leading term & eq.~(\ref{law}) & numerical\\
3 & 0.467 & 0.304 & 0.304\\
5 & 0.280 & 0.212 & 0.212\\
10 & 0.140 & 0.121 & 0.121\\
20 & 0.070 & 0.065 & 0.065
\end{tabular}
\end{center}

At $10$ nm the leading term exceeds the numerical field by 16\%, at $3$ nm by 54\%. A straight-line fit of $(\phi_B^0-\phi_A^0)/(eE)$ against $d$ has slope $1.000$ and intercept $1.61$ nm, which is $0.6\%$ above the linear $\ell_A+\ell_B$. The sheets deplete the metal surfaces even at zero field, by $v_0=0.13$ eV at A and $0.23$ eV at B, and a depleted electron gas screens less well. Integrating the nonlinear metal equation once, without a grid, gives differential screening lengths $0.4\%$ and $0.8\%$ above $\lambda$ and an intercept of $1.608$ nm; the grid adds only about $0.001$ nm.

In the $10$ nm cell the numerical barriers in place are $0.659$ eV at A and $0.779$ eV at B. Their difference, $0.121$ eV before rounding of the barriers, divided by $ed$ returns the field, as (\ref{identity}) requires. The edge at the middle is $0.719$ eV, against a mean zero-field barrier of $0.720$ eV; the small shift is the last term of (\ref{middle}). The field adds a positive charge $\varepsilon_0\varepsilon_rE=0.125\ \mu$C/cm$^2$ to the metal at A.

With $N=3\times10^{18}$ cm$^{-3}$, $x=0.232$ MV/cm. Equation (\ref{doped}) gives
\[
E_{\rm avg}=\frac{0.140-0.19\times0.0232}{11.60}\ \mathrm{V/nm}=0.117\ \mathrm{MV/cm},
\]
and the numerical value is the same to this accuracy. The end fields are $-0.115$ and $+0.349$ MV/cm: the average has moved by 3\%, while the local field even changes sign. At this density the mean donor spacing is about $7$ nm, comparable to $d$, so in a real layer these fields hold only as averages over the plane.

\section{The real case and its limits}

The barriers are rough values for the two orientations of NiSi$_2$ on Si(111): in A the silicide continues the silicon orientation, in B it is turned by $180^\circ$ about the normal. For every silicon layer to have contact A at its left face and contact B at its right face, each metal--silicon pair must be turned by $180^\circ$ relative to the one before. The crystal then repeats after two pairs, but the planar-averaged potential repeats after one, since the rotation does not change a planar average. The free-electron metal and the contact layer at B are model choices, not properties of NiSi$_2$. Real metal states also decay into the silicon gap, and the true response lengths may differ in size or sign. If their sum were zero, the field would be $0.14$ instead of $0.12$ MV/cm. An error of $0.01$ eV in the barrier difference moves the field by 7\%.

Other effects can be sized for the $10$ nm layer at $300$ K. Boltzmann statistics with rough density-of-states masses ($1.1$ and $0.8$ electron masses for electrons and holes) give at most about $3.4\times10^{13}$ holes per cm$^3$, near B, and far fewer electrons; their charge changes the local field by at most about $1$ V/cm, and the average field by less. A background doping of $10^{15}$ cm$^{-3}$ has $x=77$ V/cm; with the small shift of the average it changes the end fields by $-79$ V/cm at A and $+76$ V/cm at B, less than $0.1\%$ of the field. The semiclassical tunnelling factor at the Fermi level, with masses $0.26$ and $0.15$, is about $10^{-19}$ if only the conduction band is counted and $10^{-11}$ if only the valence band is. A state in the gap need not follow a single band edge, and a simple two-band estimate, $1/\kappa^2=1/\kappa_c^2+1/\kappa_v^2$ with the one-band decay constants $\kappa_c$ and $\kappa_v$, gives a larger factor, about $3\times10^{-10}$. These figures are too small for silicon. Its two band edges have different wave vectors parallel to the (111) layers, and at zero parallel wave vector the decay follows the light-hole branch. The Fermi level lies $0.34$--$0.46$ eV above the valence edge, far beyond the spin-orbit splitting of $0.044$ eV, and there this branch has a mass near $0.10$ rather than $0.15$. A local empirical-pseudopotential complex band (gap $1.06$ eV) gives $\kappa\approx0.9$--$1.0$ nm$^{-1}$ and a factor of about $6\times10^{-9}$, still small. The potential drop is 11\% of the $1.12$ eV gap, so a carrier crossing the layer cannot gain the gap energy from the field.

Two effects concern the reading of a barrier more than the field. For electrons leaving B, the single-surface image-force estimate $\sqrt{e^3E/(4\pi\varepsilon_0\varepsilon_r)}$ is $0.04$ eV, so a barrier inferred from current is not the electrostatic one used here. In a field-free layer, as in the symmetric cells, confinement between hard walls would raise the lowest electron level above the conduction edge by $\pi^2\hbar^2/(2m^*d^2)=0.014$ eV with $m^*=0.26$ electron masses. This grows as $1/d^2$, and in thin layers the edge should be taken from $\bar V+C$ and not from the lowest level of the layer. At $3$ nm it is $0.16$ eV, the tunnelling factor rises to about $3\times10^{-3}$, and the slowest gap-state tail keeps about 6\% of its density at the centre. The thinnest row of the table therefore tests the model; in real silicon assumptions 3 and 4 are doubtful there.
